# Model tests of classical nuclear sampling for the gap of diamond, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The argument runs as follows. The gap of a crystal at temperature $T$ differs from the gap computed with all nuclei at their equilibrium sites because the nuclei move. One should therefore run molecular dynamics at 300 K on the ground-state energy surface, compute the gap $E(\mathbf u)$ for many snapshots with displacements $\mathbf u$, and average. Four supporting claims are made. A carbon nucleus is some $2\times10^4$ times heavier than an electron, so Newtonian motion is adequate. Repeating the run at several temperatures gives the temperature dependence of the gap. The method keeps all orders in the displacement and all anharmonicity, so it is more complete than a phonon calculation. Any small quantum correction that remains can be absorbed by running somewhat hotter.

Averaging over displaced nuclei is a sound procedure within limits stated in the first and last comments. The fault lies in the distribution from which the snapshots are drawn. Hartree atomic units are used, with $\hbar=1$; $k$ is Boltzmann's constant, $M$ the nuclear mass, $\omega$ a vibrational frequency, $K=M\omega^2$ the spring constant and $x=\omega/kT$. The numbers and the tests quoted come from the numerical check.

## 1. The quantity being averaged

The argument takes the gap to be the average of the vertical gap $E(\mathbf u)$ at frozen nuclei, at fixed volume, and that definition is adopted here. It has an exact meaning in the adiabatic picture. Let $H_g$ be the nuclear Hamiltonian on the ground surface, with eigenstates $|i\rangle$, energies $E_i$ and thermal populations $p_i$. On the excited surface the nuclei move under $H_e=H_g+E(\mathbf u)$, with eigenstates $|f\rangle$ and energies $E_f$. If the transition dipole does not depend on $\mathbf u$, the line $i\to f$ has strength $p_i|\langle f|i\rangle|^2$. Since $\sum_f|f\rangle E_f\langle f|=H_e$ and $\sum_f|f\rangle\langle f|=1$, the mean line position is

$$\sum_{i,f}p_i|\langle f|i\rangle|^2(E_f-E_i)=\sum_i p_i\langle i|H_e-H_g|i\rangle=\int d\mathbf u\,\rho(\mathbf u)E(\mathbf u),$$

with $\rho(\mathbf u)=\sum_i p_i|\psi_i(\mathbf u)|^2$. The weight that the definition requires is the quantum thermal density of the nuclei. The program tests this sum rule for one oscillator with $E(u)=0.1u-0.05u^2$ by diagonalizing both surfaces on a grid. What remains to be decided is whether a trajectory samples $\rho$.

## 2. The quantum density of a harmonic mode

Write $H=\omega(a^\dagger a+\tfrac12)$ and $u=\ell(a+a^\dagger)$ with $\ell^2=1/(2M\omega)$ and $[a,a^\dagger]=1$. Let $\hat\rho\propto e^{-xa^\dagger a}$ be the thermal density operator. Acting on a number state $|j\rangle$, the product $\hat\rho a^\dagger$ carries the factor $e^{-x(j+1)}$ and $a^\dagger\hat\rho$ carries $e^{-xj}$, so $\hat\rho a^\dagger=e^{-x}a^\dagger\hat\rho$. The same comparison gives $\hat\rho a=e^{x}a\hat\rho$. For any operator $B$, cyclic invariance of the trace then yields

$$\langle a^\dagger B\rangle=e^{-x}\langle Ba^\dagger\rangle,\qquad \langle aB\rangle=e^{x}\langle Ba\rangle .$$

In the first relation substitute $Ba^\dagger=a^\dagger B+[B,a^\dagger]$ and collect $\langle a^\dagger B\rangle$; in the second substitute $Ba=aB-[a,B]$ and collect $\langle aB\rangle$. With $n=1/(e^x-1)$ one has $e^{-x}/(1-e^{-x})=n$ and $e^x/(e^x-1)=n+1$, so

$$\langle a^\dagger B\rangle=n\langle[B,a^\dagger]\rangle,\qquad\langle aB\rangle=(n+1)\langle[a,B]\rangle .$$

Take $B=f(u)$. The commutators $[a,u]=[u,a^\dagger]=\ell$ are numbers, so $[a,u^j]=j\ell u^{j-1}$, and term by term $[a,f]=[f,a^\dagger]=\ell f'(u)$. Adding the two relations and multiplying by $\ell$ gives

$$\langle uf(u)\rangle=\sigma_q^2\langle f'(u)\rangle,\qquad \sigma_q^2=\ell^2(2n+1)=\frac{n+\frac12}{M\omega}.\tag{1}$$

For $f=e^{iqu}$ and $\chi(q)=\langle e^{iqu}\rangle$, equation (1) reads $\chi'=i\langle ue^{iqu}\rangle=-\sigma_q^2q\chi$. With $\chi(0)=1$ the solution is $\chi=e^{-\sigma_q^2q^2/2}$, the Fourier transform of a centred Gaussian of variance $\sigma_q^2$. Setting $f=u$ and $f=u^3$ in (1) gives $\langle u^2\rangle=\sigma_q^2$ and $\langle u^4\rangle=3\sigma_q^4$, and setting $q=-ic$ gives $\langle e^{cu}\rangle=e^{c^2\sigma_q^2/2}$. Finally $n+\frac12=\frac{e^x+1}{2(e^x-1)}=\frac12\coth\frac x2$. For several normal modes the density operator factorizes and $\rho$ is a product of such Gaussians.

The program diagonalizes the oscillator on a grid and asserts the variance (1) at 20, 300 and 3000 K to a relative $10^{-7}$, and the Gaussian shape point by point at 300 K.

## 3. What the trajectory samples

A thermostatted, ergodic trajectory samples the canonical weight $\exp[-(p^2/2M+V(u))/kT]$. The exponential factorizes, and in the average of any function of positions the momentum integral cancels between numerator and denominator. The remaining weight is $e^{-V(u)/kT}$, which contains neither $\hbar$ nor $M$, whatever the potential. For $V=\frac12Ku^2$ it is a Gaussian of variance

$$\sigma_c^2=\frac{kT}{M\omega^2}=\frac{1/x}{M\omega}.\tag{2}$$

Comparison of (1) and (2) shows that for harmonic nuclei the classical calculation makes one change: it puts $kT/\omega$ in the place of $n+\frac12$. The ratio of the variances is

$$R(x)=\frac{\sigma_c^2}{\sigma_q^2}=\frac{2}{x}\tanh\frac x2.\tag{3}$$

This answers the first supporting claim. The ratio depends on $x=\sqrt{K/M}/kT$ alone. A large nuclear mass lowers $\omega$, but the comparison that decides the matter is between $\omega$ and $kT$, and a stiff enough spring makes $x$ large for a carbon mass.

Three properties of (3) are needed. For small $x$, write $e^x-1=x(1+\frac x2+\frac{x^2}6+\frac{x^3}{24}+\frac{x^4}{120}+\dots)$ and let the reciprocal of the bracket be $1+c'_1x+c'_2x^2+\dots$. Requiring the product to be 1 order by order gives $c'_1=-\frac12$, $c'_2=\frac14-\frac16=\frac1{12}$, $c'_3=-\frac1{24}+\frac1{12}-\frac1{24}=0$ and $c'_4=-\frac1{72}+\frac1{48}-\frac1{120}=-\frac1{720}$. Dividing by $x$ and adding $\frac12$,

$$n+\tfrac12=\frac1x+\frac{x}{12}-\frac{x^3}{720}+\dots,\qquad R=1-\frac{x^2}{12}+O(x^4).$$

The classical result is the leading term at $kT\gg\omega$. For large $x$, $\tanh(x/2)\to1$ and $R\to2/x$: the classical variance vanishes with $T$ while the quantum one stays at its zero-point value $1/(2M\omega)$. In between, differentiating (3) and using $2\sinh\frac x2\cosh\frac x2=\sinh x$,

$$R'(x)=\frac{1}{x\cosh^2(x/2)}-\frac{2\tanh(x/2)}{x^2}=\frac{x-\sinh x}{x^2\cosh^2(x/2)}<0,$$

because $\sinh x=x+x^3/6+\dots>x$. Hence $R$ falls monotonically from 1.

## 4. The gap shift

Expand the gap in the amplitudes $u_\nu$ of the normal modes, taking one mass $M$ for all atoms. Odd terms average to zero under a centred Gaussian, and $\langle u_\mu u_\nu\rangle=0$ for $\mu\neq\nu$. To second order in the displacements the shift from the static gap is

$$\Delta E_q=\sum_\nu\tfrac12E''_\nu\,\sigma_{q,\nu}^2=\sum_\nu a_\nu\left(n_\nu+\tfrac12\right),\qquad \Delta E_c=\sum_\nu\frac{a_\nu}{x_\nu},\qquad a_\nu=\frac{E''_\nu}{2M\omega_\nu},\tag{4}$$

with $E''_\nu=\partial^2E/\partial u_\nu^2$ at $\mathbf u=0$. For a nondegenerate level $\varepsilon_l$ of an electronic Hamiltonian $h(\mathbf u)$, expand $h=h_0+h'u_\nu+\frac12h''u_\nu^2$. The terms of order $u_\nu^2$ come from $h''$ in first order and from $h'$ in second order of perturbation theory,

$$\tfrac12\varepsilon_l''=\tfrac12\langle l|h''|l\rangle+\sum_{j\neq l}\frac{|\langle j|h'|l\rangle|^2}{\varepsilon_l-\varepsilon_j},\tag{5}$$

which are the Debye–Waller and Fan terms. In a mode's contribution both multiply the same variance.

In an Einstein model all modes share one $\omega$. Then $\Delta E=D\sigma^2$ with $D=\frac12\operatorname{tr}E''$. With the zero-point shift $Z=D/(2M\omega)$,

$$\Delta E_q=2Z\left(n+\tfrac12\right),\qquad\Delta E_c=\frac{2Z}{x},\qquad\frac{\Delta E_c}{\Delta E_q}=R(x).\tag{6}$$

The curvature $D$ of the gap cancels from the ratio, so at this order and at fixed $\omega$ no improvement in the calculation of $E(\mathbf u)$ changes it; the electronic-structure method enters the ratio only through the spring constant $K$ that fixes $\omega$.

The numerical work uses $T=300$ K, $kT=9.500\times10^{-4}$ Ha, $M=12$ u $=21874.7$ electron masses and the round value $\omega=0.004$ Ha (0.109 eV, or 1263 K), so $K=0.350$ Ha/bohr². Then $x=0.004/(9.500\times10^{-4})=4.210$, $1/x=0.2375$, $n=0.01507$ and $R=0.2375/0.51507=0.461$. The variances are $\sigma_q^2=5.887\times10^{-3}$ bohr² and $\sigma_c^2=2.714\times10^{-3}$ bohr², or rms displacements of 0.0767 and 0.0521 bohr. The zero-point variance is $5.714\times10^{-3}$ bohr², a fraction $0.5/0.51507=0.97$ of the quantum variance at 300 K.

## 5. Higher orders in the displacement, in a solvable model

The third supporting claim is that an average to all orders escapes (6). For harmonic nuclei of one frequency it cannot change the structure: the full average is one function $F(\sigma^2)$ of the variance, evaluated at $\sigma_q^2$ or at $\sigma_c^2=R\sigma_q^2$, and a term of order $\sigma^{2j}$ is recovered with the fraction $R^j$. A model in which this can be followed by hand is a ring of four atoms $j=0,\dots,3$ with one orbital each, displacements $u_j$ along the ring, and matrix elements $-\tau_j$ between $j$ and $j+1$, where $\tau_j=t_je^{-b(u_{j+1}-u_j)}$ and $t_j=t_1,t_2,t_1,t_2$. Two levels are filled. The ground surface is declared to be one harmonic well of frequency $\omega$ per atom. The parameters are round, $t_1=0.2$ Ha, $t_2=0.1$ Ha, $b=1$ bohr⁻¹, and the ring is not a model of diamond.

Order the basis as $(0,2,1,3)$. Then $h$ has zero diagonal blocks and off-diagonal block $-W$, $W=\begin{pmatrix}\tau_0&\tau_3\\ \tau_1&\tau_2\end{pmatrix}$. The square $h^2$ has blocks $WW^T$ and $W^TW$, so the levels are $\pm s_+,\pm s_-$, with $s_\pm$ the singular values of $W$, and the gap is $2s_-$. These obey $s_+^2+s_-^2=\sum_j\tau_j^2$ and $s_+s_-=|\tau_0\tau_2-\tau_1\tau_3|$. Define $S_1,d_1=(\tau_0\pm\tau_2)/2$, $S_2,d_2=(\tau_1\pm\tau_3)/2$, $r_1^2=S_1^2+d_2^2$ and $r_2^2=S_2^2+d_1^2$. Then $\sum_j\tau_j^2=2(r_1^2+r_2^2)$ and $\tau_0\tau_2-\tau_1\tau_3=S_1^2-d_1^2-S_2^2+d_2^2=r_1^2-r_2^2$. The pair $r_1+r_2$ and $|r_1-r_2|$ has this sum of squares and this product, so $E=2|r_1-r_2|$, and the static gap is $2(t_1-t_2)=0.2$ Ha.

Introduce

$$m=\tfrac b2(u_1-u_0+u_3-u_2),\quad y=\tfrac b2(u_1-u_0-u_3+u_2),\quad z=\tfrac b2(u_2-u_1-u_0+u_3).$$

Each is $b$ times a unit vector with entries $\pm\frac12$ dotted into $\mathbf u$, and the three vectors are mutually orthogonal, so $m,y,z$ are independent Gaussians of variance $v=b^2\sigma^2$. Direct substitution gives $b(u_1-u_0)=m+y$, $b(u_3-u_2)=m-y$, $b(u_2-u_1)=-m+z$ and $b(u_0-u_3)=-m-z$. Therefore $S_1=t_1e^{-m}\cosh y$, $d_1=-t_1e^{-m}\sinh y$, $S_2=t_2e^{m}\cosh z$ and $d_2=-t_2e^{m}\sinh z$. The program asserts this closed form against diagonalization at random displacements.

Where $r_1>r_2$, expand $r_1=S_1+d_2^2/(2S_1)-d_2^4/(8S_1^3)+\dots$ and average to order $v^2$. The rule $\langle e^{cm}\rangle=e^{c^2v/2}$ gives $\langle S_1\rangle=t_1e^{v/2}e^{v/2}=t_1(1+v+\frac12v^2)$. The second term is $\frac{t_2^2}{2t_1}e^{3m}\sinh^2z/\cosh y$, a product of independent factors with $\langle e^{3m}\rangle=1+\frac92v$, $\langle\sinh^2z\rangle=\frac12\langle\cosh2z-1\rangle=\frac12(e^{2v}-1)=v+v^2$ and $\langle1/\cosh y\rangle=1-\frac12v$. Their product is $v[1+(\frac92+1-\frac12)v]=v+5v^2$. The third term needs only $\langle z^4\rangle=3v^2$. So

$$\langle r_1\rangle=t_1+\Big(t_1+\frac{t_2^2}{2t_1}\Big)v+f(t_1,t_2)v^2,\qquad f(p,q)=\frac p2+\frac{5q^2}{2p}-\frac{3q^4}{8p^3}.$$

The expression for $r_2$ follows from $t_1\leftrightarrow t_2$, $y\leftrightarrow z$, $m\to-m$, which leaves the distribution unchanged. Hence $\langle E\rangle-2(t_1-t_2)=c_2v+c_4v^2+\dots$ with

$$c_2=2(t_1-t_2)+\frac{t_2^2}{t_1}-\frac{t_1^2}{t_2},\qquad c_4=2\left[f(t_1,t_2)-f(t_2,t_1)\right].$$

The series leaves out the far tail in which $r_1<r_2$; the program asserts that an average of the signed closed form agrees with the diagonalized average at $\sigma_q^2$ to a relative $10^{-3}$.

The parts of $c_2$ match (5). For the upper edge level at $t_1-t_2$, the term $+d_2^2/(2t_1)$ is repulsion from the level at $-(t_1+t_2)$, which lies $2t_1$ below, and $-d_1^2/(2t_2)$ is repulsion from the level at $t_1+t_2$, which lies $2t_2$ above. These are the Fan terms, and the curvature of $S_1-S_2$ is the Debye–Waller term. Numerically the latter is $2(0.2-0.1)=0.20$ Ha, the former is $0.05-0.40=-0.35$ Ha, and $c_2=-0.15$ Ha, so $D=c_2b^2=-0.15$ Ha/bohr². The program asserts the two parts separately against explicit sums over states and the total against finite differences of the diagonalized gap. Also $f(0.2,0.1)=0.1+0.125-0.0047=0.2203$ and $f(0.1,0.2)=0.05+1-0.6=0.45$, so $c_4=-0.459$ Ha, which is tested to 1% of its value by quadrature at a small variance.

| | $c_2v$ (Ha) | $c_4v^2$ (Ha) | full average (Ha) |
|---|---|---|---|
| quantum | $-8.830\times10^{-4}$ | $-1.59\times10^{-5}$ | $-8.960\times10^{-4}$ |
| classical | $-4.072\times10^{-4}$ | $-0.34\times10^{-5}$ | $-4.103\times10^{-4}$ |

The full quantum entry uses the grid density of comment 2 and diagonalized gaps; the full classical entry is a Gauss–Hermite average of the signed closed form at $\sigma_c^2$. The full shifts are $-24.4$ meV and $-11.2$ meV, with ratio 0.458, slightly below $R=0.461$. The direction agrees with the $R^j$ rule, since $c_4$ has the sign of $c_2$ and is recovered only with $R^2$. The two written terms overshoot the full result in magnitude by $2.9\times10^{-6}$ Ha (quantum, 0.3% of the full shift) and by about $2.9\times10^{-7}$ Ha (classical). The ratio of these remainders, about 0.10, is close to $R^3=0.098$, which suggests a $v^3$ term; that reading is a conjecture, as the coefficient was neither derived nor tested.

An actual Langevin run (BAOAB integrator, time step 25 a.u., friction 0.003 a.u., 160000 samples, each paired with its mirror image $-\mathbf u$ so that odd terms cancel) gives $(-4.093\pm0.023)\times10^{-4}$ Ha. It is asserted to lie within five standard errors of the classical entry and more than fifty from the quantum one. A converged trajectory reproduces the classical average, so longer runs do not close the difference.

Anharmonicity of the well is the other half of the claim. For $V=\frac12Ku^2+\lambda u^4$ with $\lambda=1$ Ha/bohr⁴, the Boltzmann variance is $2.508\times10^{-3}$ bohr². Runs at masses $M$ and $4M$, with the same time step and friction, give $2.509\times10^{-3}$ and $2.516\times10^{-3}$ bohr², each $\pm0.005\times10^{-3}$, and both are asserted to be within five standard errors of the Boltzmann value. The quantum variances are $5.373\times10^{-3}$ and $3.370\times10^{-3}$ bohr². At mass $M$ the classical-to-quantum ratio is $2.508/5.373=0.467$, against 0.461 for the harmonic well. In this well the quartic term narrows both distributions by similar fractions and leaves the deficit almost unchanged.

For harmonic nuclei, classical sampling puts $kT/\omega$ in the place of $n+\frac12$, and at $\omega=0.004$ Ha and 300 K it recovers only 0.461 of the second-order gap shift, a deficit that higher orders in the ring and anharmonicity in the quartic well leave almost unchanged. It remains to estimate what is missed in diamond, to examine the temperature and mass dependence, and to assess the raised temperature and the correct sampling.
